# Valley splitting that puts 90 percent of silicon electrons in two valleys

## The problem

The conduction band of silicon has six equivalent minima, called the Delta valleys, in pairs along the three cubic axes. A silicon layer stretched equally in both directions of its (001) plane keeps the two valleys along the layer normal at one energy and the four in-plane valleys at another, higher energy. Let

\[
D=E_{\text{raised}}-E_{\text{lowered}}>0
\]

be the splitting between the two groups of band edges. How large must \(D\) be at 300 K for 90 percent of the conduction electrons to occupy the two lowered valleys?

The electrons are in thermal equilibrium and nondegenerate, which means that every band state has an occupation much smaller than one. All six valleys have the same density of states when energy is measured from their own edges. Electrons bound to donors are not counted.

## A tempting solution

In equilibrium, a state higher by an energy \(D\) is less occupied by the Boltzmann factor \(e^{-D/kT}\), where \(k\) is Boltzmann's constant and \(T\) the temperature. The lowered group is to hold 0.90 of the electrons and the raised group 0.10, so it seems natural to write

\[
\frac{n_{\text{high}}}{n_{\text{low}}}=\frac{0.10}{0.90}=e^{-D/kT}.
\]

Taking the logarithm gives \(D=kT\ln 9\). At 300 K, \(kT=25.852\) meV, and therefore

\[
D=25.852\ \text{meV}\times 2.197=56.80\ \text{meV}.
\]

The equal densities of states appear to justify this, since no other factor seems to distinguish the groups.

## Where it fails

Remove the splitting. With \(D=0\) the equation above gives \(n_{\text{high}}=n_{\text{low}}\), half of the electrons in each group. But six identical valleys at the same energy share the electrons equally, so two of them hold one third and the other four hold two thirds.

The Boltzmann factor compares one state with one state. Because the valleys have equal densities of states, it also compares one valley with one valley. It does not compare a group of two valleys with a group of four. The assumption of equal densities of states concerns each valley; the tempting solution used it as though it concerned each group. The raised group has twice as many states, and this factor of two is missing.

## The right solution

### The population of one valley

Measure energy from the lowered edge and let \(\mu\) be the chemical potential on that scale. For a valley with its edge at \(E_0\), let \(k_1\) be the wave number along the valley axis, counted from the minimum, and \(k_2,k_3\) those across it. Near the minimum,

\[
E=E_0+\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2+k_3^2}{m_t}\right),
\]

where \(m_l\) and \(m_t\) are the longitudinal and transverse masses. With two spin states for each wave vector, the number of electrons per volume is

\[
n_v=2\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-\mu)/kT}} .
\]

In a nondegenerate valley the exponential in the denominator is much larger than one, so the occupation becomes \(e^{-(E-\mu)/kT}\). The integral is then a product of three Gaussian integrals, each of the form

\[
\int_{-\infty}^{\infty}e^{-\hbar^2k_i^2/(2m_ikT)}\,dk_i=\frac{\sqrt{2\pi m_ikT}}{\hbar}.
\]

Multiplying the three and collecting the factors of \(2\pi\) gives

\[
n_v=N_v\,e^{(\mu-E_0)/kT},\qquad
N_v=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},
\]

with \(m_d=(m_lm_t^2)^{1/3}\). The quantity \(N_v\) is the effective density of states of one valley. The direction of the valley axis does not enter it: turning the ellipsoid exchanges the names of the integration variables and leaves the product of masses unchanged. This is why equal densities of states are a sensible assumption for the six valleys.

### Counting the valleys

Two valleys have \(E_0=0\) and four have \(E_0=D\). Hence

\[
n_{\text{low}}=2N_v\,e^{\mu/kT},\qquad
n_{\text{high}}=4N_v\,e^{(\mu-D)/kT}.
\]

In the ratio, \(N_v\) and \(\mu\) cancel:

\[
\frac{n_{\text{high}}}{n_{\text{low}}}=2e^{-D/kT}.
\]

The total electron density therefore has no influence on the distribution, as long as it is low enough for the Boltzmann form. The fraction in the lowered pair is

\[
f=\frac{n_{\text{low}}}{n_{\text{low}}+n_{\text{high}}}
=\frac{1}{1+2e^{-D/kT}} .
\]

To solve for \(D\), take the reciprocal and subtract one:

\[
\frac{1-f}{f}=2e^{-D/kT}.
\]

Division by two, a logarithm and a change of sign give

\[
D=kT\ln\frac{2f}{1-f}.
\]

For \(f=0.90\) the argument is \(1.80/0.10=18\), so

\[
D=kT\ln 18=25.852\ \text{meV}\times2.8904=74.72\ \text{meV}.
\]

The required splitting is about 75 meV, or \(1.197\times10^{-20}\) J. The number 18 can be read directly from the populations. Each lowered valley holds 45 percent of the electrons and each raised valley 2.5 percent, and the ratio of these is 18.

The missing factor of two made the first answer too small by \(kT\ln2\), about 18 meV. At the splitting of 56.80 meV the Boltzmann factor is \(1/9\), and the true fraction is \(1/(1+2/9)=9/11\), or 82 percent.

### Limits and sensitivity

At \(D=0\) the formula gives \(f=1/3\), as the counting of valleys requires. When \(D\gg kT\), the fraction left in the raised valleys is \(1-f\approx2e^{-D/kT}\). It falls exponentially but does not vanish at a finite splitting. If the strain is reversed, \(D\) becomes negative and the same formula holds; for \(|D|\gg kT\) the pair along the normal then keeps only \(f\approx\tfrac12e^{-|D|/kT}\).

To see how accurately \(D\) must be known, write \(y=2e^{-D/kT}\), so that \(f=1/(1+y)\) and \(dy/dD=-y/kT\). Then

\[
\frac{df}{dD}=-\frac{1}{(1+y)^2}\frac{dy}{dD}
=\frac{1}{kT}\frac{y}{(1+y)^2}=\frac{f(1-f)}{kT},
\]

where the last step uses \(1-f=y/(1+y)\). At \(f=0.90\) the slope is \(0.09/25.852=0.0035\) per meV. Rounding the splitting up to 75 meV changes the fraction only to 0.901.

## The strain that produces the splitting

Consider a thin silicon layer grown on a relaxed silicon-germanium buffer. The buffer has the larger lattice constant, and a layer that stays in registry with it is stretched in the plane by a strain \(\varepsilon_\parallel>0\). The top surface is free, so the stress along the normal vanishes. With the cubic elastic constants \(C_{11}\) and \(C_{12}\), this condition is

\[
0=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel
\quad\Longrightarrow\quad
\varepsilon_\perp=-2\frac{C_{12}}{C_{11}}\varepsilon_\parallel .
\]

To first order in strain, a Delta valley whose axis is along a cubic direction \(i\) shifts by

\[
\Delta E_i=\Xi_d(2\varepsilon_\parallel+\varepsilon_\perp)+\Xi_u\varepsilon_{ii}.
\]

Here \(\Xi_d\) and \(\Xi_u\) are deformation potentials. The first term is common to all valleys and cancels from the splitting. An in-plane valley has \(\varepsilon_{ii}=\varepsilon_\parallel\), and a valley along the normal has \(\varepsilon_{ii}=\varepsilon_\perp\), so

\[
D=\Xi_u(\varepsilon_\parallel-\varepsilon_\perp)
=\Xi_u\left(1+2\frac{C_{12}}{C_{11}}\right)\varepsilon_\parallel .
\]

For silicon \(\Xi_u\) is positive. In-plane tension therefore gives \(D>0\) and lowers the pair along the normal, as the problem states.

Take the rough values \(\Xi_u=9\) eV and \(C_{12}/C_{11}=0.39\). The bracket is 1.78, and

\[
\varepsilon_\parallel=\frac{0.07472\ \text{eV}}{9\ \text{eV}\times1.78}=0.0047 .
\]

The layer is stretched by about 0.47 percent in the plane and contracts by about 0.36 percent along the normal. The deformation potential is the less certain input: values of 8 and 10 eV would give strains of 0.52 and 0.42 percent.

The full lattice mismatch between silicon and germanium is roughly 4.2 percent. If the buffer's lattice constant varies linearly with composition, its germanium fraction is about \(0.47/4.2=0.11\). The lattice constant of real silicon-germanium alloys lies somewhat below the linear law, which raises the fraction to about 0.12 to 0.13. This estimate also requires that the silicon layer has not relaxed by forming dislocations.

## When the assumptions are relaxed

### Higher electron density

The masses \(m_l=0.92\) and \(m_t=0.19\), in units of the free-electron mass, are rough typical values for silicon. They give \(m_d=0.321\) and \(N_v=4.57\times10^{18}\) cm\(^{-3}\) at 300 K. The Boltzmann form becomes doubtful when the density in a valley is no longer small compared with \(N_v\).

The density of states of a parabolic valley grows as the square root of the energy above its edge. Keeping the full Fermi function, and writing \(x\) for that energy divided by \(kT\), one has

\[
\frac{n_v}{N_v}=F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}},
\qquad \eta=\frac{\mu-E_0}{kT}.
\]

The prefactor makes \(F\to e^\eta\) in the dilute limit, since \(\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2\). For the next term, expand the occupation as \(e^{\eta-x}-e^{2(\eta-x)}+\dots\). Replacing \(e^{-x}\) by \(e^{-2x}\) in the integral divides it by \(2^{3/2}=2\sqrt2\), so

\[
u\equiv F(\eta)\approx e^\eta-\frac{e^{2\eta}}{2\sqrt2}.
\]

Solving to second order in \(u\) gives \(e^\eta\approx u+u^2/(2\sqrt2)\), and the logarithm gives \(\eta\approx\ln u+u/(2\sqrt2)\).

Let \(n\) be the total density. A 90 percent share requires

\[
u_{\text{low}}=\frac{0.9n}{2N_v},\qquad u_{\text{high}}=\frac{0.1n}{4N_v}.
\]

Both groups have the same \(\mu\), so \(\eta_{\text{low}}-\eta_{\text{high}}=D/kT\). Since \(u_{\text{low}}/u_{\text{high}}=18\),

\[
D\approx kT\left[\ln18+\frac{u_{\text{low}}-u_{\text{high}}}{2\sqrt2}\right].
\]

The correction is positive because the lowered valleys are the more crowded ones. Electrons cannot share a state, so their crowding pushes a larger part of the population upward, and a larger splitting is needed to hold it back.

At \(n=10^{18}\) cm\(^{-3}\), \(u_{\text{low}}=0.098\) and \(u_{\text{high}}=0.005\). The correction in the bracket is 0.033, which adds 0.85 meV. The values below come from numerical evaluation of the full Fermi integral and a root search for \(\eta\). The middle column holds the splitting at 74.72 meV.

| \(n\) (cm\(^{-3}\)) | \(f\) at fixed splitting | \(D\) needed for 90 percent (meV) |
|---|---:|---:|
| \(10^{17}\) | 0.900 | 74.8 |
| \(10^{18}\) | 0.897 | 75.6 |
| \(10^{19}\) | 0.869 | 83.1 |

At \(10^{19}\) cm\(^{-3}\) the first-order formula gives 83.2 meV, still close to the full result. The nondegenerate answer is then 8 meV too small. These values assume unchanged parabolic bands; changes of the bands caused by heavy doping are not included.

### Unequal or nonparabolic valleys

Suppose that the effective density of states of a raised valley is \(r\) times that of a lowered one. The population ratio becomes \(2re^{-D/kT}\), and repeating the inversion for 90 percent gives

\[
D=kT\ln(18r)=kT\ln18+kT\ln r .
\]

An assumed inequality of 5 percent, \(r=1.05\), adds 1.3 meV. The logarithm makes the answer tolerant of small changes in mass.

A departure from parabolic bands need not make the valleys unequal. Let the quadratic expression for the kinetic energy equal \(E(1+\alpha E)\), with \(E\) measured from the valley edge. The density of states is then proportional to

\[
\sqrt{E(1+\alpha E)}\,(1+2\alpha E)\approx\sqrt E\left(1+\tfrac52\alpha E\right).
\]

The thermal average of \(E\) with weight \(\sqrt E\,e^{-E/kT}\) is \(\tfrac32kT\), so \(N_v\) rises by the fraction \(\tfrac{15}{4}\alpha kT\) to first order. For a rough \(\alpha=0.5\) per eV this is 4.8 percent; a numerical sum over wave vectors without the expansion gives 4.9 percent. If \(\alpha\) is the same in all valleys, the factor cancels from the population ratio, and the nondegenerate splitting is unchanged.

### A warmer device

At fixed \(f\), the required splitting is proportional to the absolute temperature. At 400 K it is \(74.72\times400/300=99.6\) meV. If the strain, and with it the splitting of 74.72 meV, is held fixed while the temperature rises to 400 K, the fraction falls to 0.814. A layer designed for 90 percent at room temperature therefore misses that target in a hot circuit.

### A thin channel

In a very thin (001) layer, motion along the normal is quantized. Suppose that the layer is so thin that only the lowest subband of each valley type needs to be counted. An electron then moves freely in two dimensions, and a dilute subband with in-plane masses \(m_x,m_y\) and edge \(E_0\) has the sheet density

\[
n_s=2\int\frac{d^2k}{(2\pi)^2}e^{-(E-\mu)/kT}
=\frac{\sqrt{m_xm_y}\,kT}{\pi\hbar^2}e^{(\mu-E_0)/kT}.
\]

This follows from two of the Gaussian integrals used before. A valley along the normal shows its two transverse masses in the plane, so \(\sqrt{m_xm_y}=m_t\). An in-plane valley shows one mass of each kind, so \(\sqrt{m_xm_y}=\sqrt{m_lm_t}\). The densities of states are no longer equal:

\[
r=\frac{\sqrt{m_lm_t}}{m_t}=\sqrt{\frac{m_l}{m_t}}=\sqrt{\frac{0.92}{0.19}}=2.20 .
\]

The required spacing of the two subband edges is \(kT\ln(18\times2.20)=95\) meV. A spacing of 74.72 meV would give a fraction of only 0.80.

Strain need not supply the whole spacing. For a layer of thickness \(L\) with hard walls, the lowest confinement energy is \(\pi^2\hbar^2/(2m_\perp L^2)\), where \(m_\perp\) is the mass along the normal. This mass is \(m_l\) for the lowered valleys and \(m_t\) for the raised ones. The subband spacing is thus

\[
D_{\text{sub}}=D+\frac{\pi^2\hbar^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\]

Since \(m_l>m_t\), the second term is positive and assists the strain. With the rough masses it is 98 meV at \(L=4\) nm, so in this ideal well confinement alone supplies the required spacing. Hard walls and parabolic bands overestimate this contribution. Nonparabolicity also no longer cancels, because the two subband edges lie at different heights above their valley minima: with \(\alpha=0.5\) per eV and hard walls at 4 nm, the confinement term drops to about 92 meV, \(r\) rises to about 2.4, the single-subband requirement becomes about 97 meV, and confinement alone falls slightly short of 90 percent. With walls 3.1 eV high and an electron mass of 0.5 inside them, as a rough model of an oxide, it falls to about 62 meV at the same thickness, and strain or a thinner layer must supply the rest.

In a thicker layer the second subband of the lowered valleys must be counted too. For hard walls and \(D\ge0\) its edge lies below the lowest raised subband, because \(4/m_l<1/m_t\). With the finite walls above and \(D=0\) the order is reversed in layers up to about 6 nm thick (94 against 85 meV at 4 nm), but the two edges remain close. For hard walls and parabolic bands at \(L=5\) nm, a sum over all subbands gives a required spacing of about 91 meV, of which confinement supplies 63 meV.

## Beside a real strained-silicon layer

A buffer with a germanium fraction of 0.2 to 0.3 stretches an unrelaxed silicon layer more than the fraction of 0.11 found here. In the linear strain model, such a buffer gives a splitting above 75 meV. In a transistor channel the gate field or a thin layer can confine the electrons strongly, and the assumption of three-dimensional valleys with equal densities of states then fails. In the single-subband limit the required edge spacing is 95 meV instead of 75 meV, but this is the sum of the strain and confinement contributions, and strong confinement can supply all of it. A wider channel has several occupied subbands, and a strongly filled one needs the Fermi function; both call for a calculation of the actual subbands. The value of 75 meV applies to a dilute, bulk-like layer at 300 K, with electrons at the lattice temperature.
